# Two electrons on a sphere: direct RPA against exact correlation: test program

```python
"""
Two electrons (singlet) on the surface of a sphere of radius R, Hartree units,
repelling through 1/r12 with r12 the straight distance.

Result under test: the direct RPA correlation energy on the Kohn-Sham reference is
    E_c = -(1/R) * sum_{l>=1} (sqrt(1+u_l) - sqrt(u_l))**2,
    u_l = l(l+1)(2l+1)/(8R),
where l is the angular momentum of the excitation and each term contains all
2l+1 components. It is compared with the exact correlation energy E - 1/R.
Symbols: gap = l(l+1)/(2R^2), coupling = 1/(R(2l+1)), y = r12/R in [0,2].
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import beta

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
L_MAX = 200000
ALL_L = np.arange(1, L_MAX + 1, dtype=float)


def channel_energy(l, R):
    """Closed form; the squared difference is written as a stable reciprocal."""
    u = l * (l + 1) * (2 * l + 1) / (8 * R)
    return -1 / (R * (np.sqrt(1 + u) + np.sqrt(u)) ** 2)


def rpa_correlation(R):
    """Sum over channels plus the leading tail beyond L_MAX."""
    return np.sum(channel_energy(ALL_L, R)) - 0.5 / (L_MAX + 1) ** 2


def exact_energy(R, n=24):
    """Lowest L=0 energy, variational in polynomials of y."""
    z, w = leg.leggauss(n + 4)
    y = z + 1
    values = leg.legvander(z, n - 1)
    slopes = np.array([leg.legval(z, leg.legder(c)) for c in np.eye(n)]).T
    kinetic = slopes.T @ ((w * y * (1 - y**2 / 4))[:, None] * slopes) / R**2
    repulsion = values.T @ (w[:, None] * values) / R
    overlap = values.T @ ((w * y)[:, None] * values)
    return eigh(kinetic + repulsion, overlap, eigvals_only=True)[0]


def exact_correlation(R, n=24):
    return exact_energy(R, n) - 1 / R


# --- Coulomb couplings by quadrature over both electrons, for l = 1 and 2 ---
def harmonics(v):
    """Real harmonics with l=1,2, mean square 1 on the unit sphere."""
    a, b, c = v[..., 0], v[..., 1], v[..., 2]
    return np.stack([3**0.5 * a, 3**0.5 * b, 3**0.5 * c,
                     15**0.5 * a * b, 15**0.5 * b * c, 15**0.5 * c * a,
                     5**0.5 / 2 * (3 * c**2 - 1),
                     15**0.5 / 2 * (a**2 - b**2)], axis=-1)


def coupling_matrix():
    """Matrix of 1/r12 between transition densities, for R = 1."""
    z_nodes, z_weights = leg.leggauss(6)
    g, gw = leg.leggauss(24)
    gamma, gw = np.pi * (g + 1) / 2, gw * np.pi / 2
    azimuth = 2 * np.pi * np.arange(8) / 8
    G, P = np.meshgrid(gamma, azimuth, indexing="ij")
    # area element times 1/r12, divided by the full solid angle
    inner_weight = (gw * np.cos(gamma / 2))[:, None] * np.ones(8) / 16
    matrix = np.zeros((8, 8))
    for z, wz in zip(z_nodes, z_weights):
        for phi in azimuth:
            s = np.sqrt(1 - z * z)
            n1 = np.array([s * np.cos(phi), s * np.sin(phi), z])
            e1 = np.array([-np.sin(phi), np.cos(phi), 0.0])
            e2 = np.cross(n1, e1)
            n2 = (np.cos(G)[..., None] * n1
                  + (np.sin(G) * np.cos(P))[..., None] * e1
                  + (np.sin(G) * np.sin(P))[..., None] * e2)
            potential = np.einsum("ij,ijk->k", inner_weight, harmonics(n2))
            matrix += wz / 2 / 8 * np.outer(harmonics(n1), potential)
    return matrix


unit_coupling = coupling_matrix()
expected = np.diag([1 / 3] * 3 + [1 / 5] * 5)
assert np.allclose(unit_coupling, expected, atol=1e-10)

# --- full spin-orbital RPA matrix against the closed channel energies ---
l_of_state = np.array([1] * 3 + [2] * 5)
for R in (0.5, 1.0, 8.0):
    gaps = np.tile(l_of_state * (l_of_state + 1) / (2 * R**2), 2)
    B = np.kron(np.ones((2, 2)), unit_coupling / R)
    A = np.diag(gaps) + B
    roots = np.linalg.eigvals(np.block([[A, B], [-B, -A]]))
    assert np.max(np.abs(roots.imag)) < 1e-6
    plasmon = 0.5 * (np.sum(roots.real[roots.real > 0]) - np.trace(A))
    closed = channel_energy(1.0, R) + channel_energy(2.0, R)
    assert abs(plasmon - closed) < 1e-7

# --- frequency integral of ln(1 - chi0 v) + chi0 v, channel by channel ---
for R in (0.5, 5.0):
    for l in (1, 2, 3):
        gap, K = l * (l + 1) / (2 * R**2), 1 / (R * (2 * l + 1))

        def integrand(t):
            x = 4 * K / gap / (1 + t * t)
            return np.log1p(x) - x

        value = quad(integrand, 0, np.inf, epsabs=1e-12, epsrel=1e-11)[0]
        value *= (2 * l + 1) * gap / (2 * np.pi)
        assert abs(value - channel_energy(float(l), R)) < 1e-8

# --- two-electron Laplacian acting on a function of the distance ---
t1, p1, t2, p2, ys = sp.symbols("t1 p1 t2 p2 y", positive=True)
cos12 = sp.cos(t1) * sp.cos(t2) + sp.sin(t1) * sp.sin(t2) * sp.cos(p1 - p2)
distance = sp.sqrt(2 - 2 * cos12)
trial = ys + ys**3


def sphere_laplacian(f, t, p):
    return (sp.diff(sp.sin(t) * sp.diff(f, t), t) / sp.sin(t)
            + sp.diff(f, p, 2) / sp.sin(t) ** 2)


f12 = trial.subs(ys, distance)
point = {t1: 0.7, p1: 0.3, t2: 1.9, p2: 1.4}
full = (sphere_laplacian(f12, t1, p1) + sphere_laplacian(f12, t2, p2)) / 2
reduced = sp.diff(ys * (1 - ys**2 / 4) * sp.diff(trial, ys), ys) / ys
y_point = float(distance.subs(point))
assert abs(float(full.subs(point)) - float(reduced.subs(ys, y_point))) < 1e-9

# --- polynomial solutions: differential equation and numerical ground state ---
s = sp.symbols("s", positive=True)
for R_sym, psi, energy in (
        (sp.sqrt(3) / 2, 1 + s, sp.Integer(1)),
        (sp.sqrt(7), 1 + s + sp.Rational(5, 28) * s**2, sp.Rational(2, 7))):
    flux = s * (1 - s**2 / (4 * R_sym**2)) * sp.diff(psi, s)
    residual = -sp.diff(flux, s) / s + psi / s - energy * psi
    assert sp.simplify(residual) == 0
    assert abs(exact_energy(float(R_sym)) - float(energy)) < 1e-8


# --- exact energy again, from coupled angular-momentum pairs ---
def pair_repulsion(l_top):
    """1/r12 between L=0 pairs (l,l), for R = 1."""
    z, w = leg.leggauss(2 * l_top + 10)
    y = z + 1
    pairs = leg.legvander(1 - y**2 / 2, l_top)
    pairs = pairs * np.sqrt(2 * np.arange(l_top + 1) + 1)
    return pairs.T @ ((w / 2)[:, None] * pairs)


def pair_expansion_energy(R, l_top):
    l = np.arange(l_top + 1)
    H = np.diag(l * (l + 1) / R**2) + pair_repulsion(l_top) / R
    return eigh(H, eigvals_only=True)[0]


for R in (1.0, 5.0):
    low, high = pair_expansion_energy(R, 60), pair_expansion_energy(R, 120)
    a, b = 61.0**2, 121.0**2
    limit = (b * high - a * low) / (b - a)  # truncation error falls as 1/l^2
    assert abs(limit - exact_energy(R)) < 2e-5

# --- small radius: limits and the same-spin explanation of the factor two ---
rpa_limit, exact_limit = 8 * np.log(2) - 6, 4 * np.log(2) - 3
rpa_small = 2 * rpa_correlation(0.001) - rpa_correlation(0.002)
exact_small = 2 * exact_correlation(0.01, 16) - exact_correlation(0.02, 16)
assert abs(rpa_small - rpa_limit) < 1e-5
assert abs(exact_small - exact_limit) < 5e-5

gaps_unit = np.tile(l_of_state * (l_of_state + 1) / 2, 2)
B_unit = np.kron(np.ones((2, 2)), unit_coupling)
second = -0.5 * B_unit**2 / (gaps_unit[:, None] + gaps_unit[None, :])
opposite_spin = np.sum(second[:8, 8:]) + np.sum(second[8:, :8])
same_spin = np.sum(second) - opposite_spin
V = pair_repulsion(4)
exact_second = -sum(V[0, l] ** 2 / (l * (l + 1)) for l in (1, 2))
assert abs(opposite_spin - exact_second) < 1e-9

# --- large radius: coefficient, two-sided bound, exact asymptote ---
C = beta(2 / 3, 5 / 3)


def bracket(t):
    u = t**3 / 4
    return 1 / (np.sqrt(1 + u) + np.sqrt(u)) ** 2


C_numeric = quad(bracket, 0, 2)[0] + quad(bracket, 2, np.inf)[0]
assert abs(C_numeric - C) < 1e-7
for R in (0.1, 1.0, 10.0, 100.0, 1e4, 1e6):
    lower = -C * R ** (-2 / 3)
    assert lower <= rpa_correlation(R) <= lower + 2 / R
scaled_million = -rpa_correlation(1e6) * 1e4 / C
assert abs(scaled_million - 1) < 0.02


def zero_point_ratio(R):
    return (exact_energy(R, 40) - 1 / (2 * R)) * 2 * R**1.5


dev_1000 = abs(zero_point_ratio(1000.0) - 1)
dev_4000 = abs(zero_point_ratio(4000.0) - 1)
assert dev_1000 < 0.1 and dev_4000 < 0.6 * dev_1000

# --- table over radius and sign change of the total RPA energy ---
radii = [0.1, 0.5, 1.0, 2.0, 5.0, 10.0, 20.0, 50.0, 100.0]
table = []
for R in radii:
    ex, rp = exact_correlation(R), rpa_correlation(R)
    assert abs(ex - exact_correlation(R, 32)) < 1e-6
    assert ex >= -1 / (2 * R)
    table.append((R, rp, ex, rp / ex, channel_energy(1.0, R) / rp, 1 / R + rp))
assert np.all(np.diff([row[3] for row in table]) > 0)
R_zero = brentq(lambda R: 1 / R + rpa_correlation(R), 1.0, 30.0, xtol=1e-10)
assert 1 / (0.9 * R_zero) + rpa_correlation(0.9 * R_zero) > 0
assert 1 / (1.1 * R_zero) + rpa_correlation(1.1 * R_zero) < 0

# --- printed numbers ---
R = np.sqrt(3) / 2
print("WORKED EXAMPLE, energies in hartree")
print(f"radius R = {R:.6f} bohr")
print(f"reference energy 1/R = {1 / R:.6f}")
print("l   gap       coupling  u         frequency  channel energy")
for l in range(1, 5):
    gap, K = l * (l + 1) / (2 * R**2), 1 / (R * (2 * l + 1))
    print(f"{l}  {gap:9.6f} {K:9.6f} {gap / (4 * K):9.6f} "
          f"{np.sqrt(gap * (gap + 4 * K)):9.6f}  {channel_energy(float(l), R):9.6f}")
rp, ex = rpa_correlation(R), exact_correlation(R)
first_four = np.sum(channel_energy(ALL_L[:4], R))
print(f"sum of channels l=1 to 4 = {first_four:.6f}")
print(f"all channels l>=5 = {rp - first_four:.6f}")
print(f"dRPA correlation energy = {rp:.6f} hartree = {rp * HARTREE_EV:.4f} eV")
print(f"exact total energy (numerical) = {exact_energy(R):.8f}")
print(f"exact correlation energy = {ex:.6f} hartree = {ex * HARTREE_EV:.4f} eV")
print(f"ratio dRPA/exact = {rp / ex:.4f}")
print(f"total dRPA energy = {1 / R + rp:.6f}")
print(f"exact energy at R = sqrt(7) bohr = {exact_energy(np.sqrt(7)):.8f}")
print("TABLE, R in bohr, energies in hartree")
print("R      Ec dRPA    Ec exact   ratio   l=1 share  total dRPA")
for row in table:
    print("{:5.1f} {:10.6f} {:10.6f} {:8.4f} {:8.4f} {:11.6f}".format(*row))
print("LIMITS")
print(f"R->0: dRPA 8 ln2 - 6 = {rpa_limit:.6f} hartree")
print(f"R->0: exact 4 ln2 - 3 = {exact_limit:.6f} hartree")
print(f"extrapolated from small R: dRPA {rpa_small:.5f}, exact {exact_small:.4f}")
print(f"second order, l=1,2: same spin {same_spin:.6f} hartree")
print(f"second order, l=1,2: opposite spin {opposite_spin:.6f} hartree")
print(f"C = B(2/3,5/3) = {C:.6f} (by quadrature {C_numeric:.6f})")
print(f"-Ec(dRPA) R^(2/3)/C at R = 1e6 bohr: {scaled_million:.5f}")
print(f"(E-1/(2R)) 2R^(3/2) at R = 1000 bohr: {zero_point_ratio(1000.0):.5f}")
print(f"(E-1/(2R)) 2R^(3/2) at R = 4000 bohr: {zero_point_ratio(4000.0):.5f}")
print(f"total dRPA energy is zero at R = {R_zero:.4f} bohr")
print(f"exact total energy at that radius = {exact_energy(R_zero):.6f} hartree")
print(f"radius beyond which the bound forces a negative total: {(3 / C)**3:.3f} bohr")
print("finished without a failed check")
```

Running it gives:

```
WORKED EXAMPLE, energies in hartree
radius R = 0.866025 bohr
reference energy 1/R = 1.154701
l   gap       coupling  u         frequency  channel energy
1   1.333333  0.384900  0.866025  1.957186  -0.218921
2   4.000000  0.230940  4.330127  4.437910  -0.059927
3   8.000000  0.164957 12.124356  8.323379  -0.022875
4  13.333333  0.128300 25.980762 13.587511  -0.010902
sum of channels l=1 to 4 = -0.312625
all channels l>=5 = -0.019796
dRPA correlation energy = -0.332421 hartree = -9.0456 eV
exact total energy (numerical) = 1.00000000
exact correlation energy = -0.154701 hartree = -4.2096 eV
ratio dRPA/exact = 2.1488
total dRPA energy = 0.822279
exact energy at R = sqrt(7) bohr = 0.28571429
TABLE, R in bohr, energies in hartree
R      Ec dRPA    Ec exact   ratio   l=1 share  total dRPA
  0.1  -0.433271  -0.216126   2.0047   0.7220    9.566729
  0.5  -0.370683  -0.179399   2.0662   0.6853    1.629317
  1.0  -0.321130  -0.147219   2.1813   0.6499    0.678870
  2.0  -0.262241  -0.108041   2.4272   0.5984    0.237759
  5.0  -0.184365  -0.060529   3.0459   0.5091    0.015635
 10.0  -0.134129  -0.035475   3.7809   0.4340   -0.034129
 20.0  -0.094376  -0.019728   4.7839   0.3605   -0.044376
 50.0  -0.057094  -0.008636   6.6109   0.2744   -0.037094
100.0  -0.038219  -0.004513   8.4694   0.2201   -0.028219
LIMITS
R->0: dRPA 8 ln2 - 6 = -0.454823 hartree
R->0: exact 4 ln2 - 3 = -0.227411 hartree
extrapolated from small R: dRPA -0.45482, exact -0.2274
second order, l=1,2: same spin -0.200000 hartree
second order, l=1,2: opposite spin -0.200000 hartree
C = B(2/3,5/3) = 1.026695 (by quadrature 1.026695)
-Ec(dRPA) R^(2/3)/C at R = 1e6 bohr: 0.99028
(E-1/(2R)) 2R^(3/2) at R = 1000 bohr: 0.99208
(E-1/(2R)) 2R^(3/2) at R = 4000 bohr: 0.99604
total dRPA energy is zero at R = 5.7773 bohr
exact total energy at that radius = 0.118641 hartree
radius beyond which the bound forces a negative total: 24.948 bohr
finished without a failed check
```
